Why LOBPCG stores a search direction instead of the previous iterate

**Q:** My band-structure code uses LOBPCG, the locally optimal block preconditioned conjugate gradient method. I want to change its memory from a "search direction" to the previous wavefunction, which is easier to interpret. What precisely would I be changing?

**A:** Take one band first. Let H be a real symmetric matrix in an orthonormal basis, and let x_k be the current unit vector. Define

ρ_k = x_kᵀHx_k,  r_k = Hx_k − ρ_k x_k,  w_k = T r_k.

Here r_k is the residual and T is the preconditioner, a symmetric positive definite approximation to an inverse of H up to a shift. The next vector is the best one in a small trial space. If the columns of B span that space, we write x = Bc and make cᵀBᵀHBc stationary at fixed cᵀBᵀBc. This gives the Rayleigh–Ritz problem

BᵀHB c = μ G c,  G = BᵀB.

G is the Gram matrix, the table of inner products between trial vectors. For the lowest band we take the lowest μ. Your version has B = [x_k, w_k, x_{k−1}]; the usual one has B = [x_k, w_k, p_k], where p_k is the search direction.

**Q:** Where does p_k come from, and does it contain the same information?

**A:** Write the new vector as

x_{k+1} = αx_k + βw_k + γp_k,

and keep the part that did not come from x_k:

p_{k+1} = βw_k + γp_k = x_{k+1} − αx_k.

In the first step there is no p, so p_1 = βw_0. If α ≠ 0, the last equation can be solved for the old vector:

x_k = (x_{k+1} − p_{k+1})/α.

Thus x_k lies in span{x_{k+1}, p_{k+1}}, while p_{k+1} lies in span{x_{k+1}, x_k}. The two spans are equal, and adding w_{k+1} to both keeps them equal. Equal trial spaces give the same lowest Ritz vector up to sign, provided the lowest Ritz value is simple. Induction then gives the same sequence in exact arithmetic. Rescaling p, or removing its component along x, does not change the span.

If α = 0, then p_{k+1} equals x_{k+1} and the old vector has been lost, so the equivalence fails.

I compared the two versions with 60-digit arithmetic on the silicon model described below. Over 20 steps their iterates differed by at most 3.3×10⁻⁵³ rad, and the smallest |α| was 0.07 with p projected off the current vector before use, as described later. Projection changes α but not the span.

**Q:** Then why should the choice matter on a computer?

**A:** Because x_k and x_{k−1} become nearly parallel as the calculation converges. Let e_k be the angle between x_k and the eigenvector, and θ the angle between x_k and x_{k−1}, ignoring overall signs. The triangle inequality for angles gives

|e_{k−1} − e_k| ≤ θ ≤ e_{k−1} + e_k.

When both errors vanish, θ must vanish too. At step 16 of the high-precision calculation, for example, the error before the step was 7.9×10⁻⁹ rad and θ was 5.7×10⁻⁹ rad.

Choose the signs so that the inner product of the two unit vectors is cos θ. Their part of the Gram matrix is

G₂ = [[1, cos θ], [cos θ, 1]].

Its eigenvectors are (1, 1)/√2 and (1, −1)/√2, with eigenvalues 1 + cos θ and 1 − cos θ. The condition number, the ratio of largest to smallest eigenvalue, is therefore

κ(G₂) = (1 + cos θ)/(1 − cos θ)
= 2cos²(θ/2)/[2sin²(θ/2)]
= cot²(θ/2) ≈ 4/θ².

The exact matrix is not singular while θ > 0. It approaches singularity, and finite precision eventually fails to tell the difference.

Including w_k cannot repair this. The smallest eigenvalue of the three-vector Gram matrix is the minimum of cᵀGc over all unit c. Setting the w component to zero restricts the minimum and can only raise it; the corresponding maximum can only fall. Hence κ(G) ≥ κ(G₂). At θ = 3.68×10⁻⁵ rad, the pair has condition number 2.95×10⁹ and the three-vector matrix 3.23×10⁹.

**Q:** Could I multiply one of the vectors by a suitable number? The search direction also becomes very short, after all.

**A:** Shortness and parallelism are different problems. Give the two iterates lengths a and b. Then

tr G₂ = a² + b²,  det G₂ = a²b² sin²θ,

and therefore

(tr G₂)²/det G₂ = (a² + b²)²/(a²b² sin²θ) ≥ 4/sin²θ.

The inequality follows from (a² − b²)² ≥ 0, with equality at a = b. In terms of the eigenvalues, the same ratio is

(λ₁ + λ₂)²/(λ₁λ₂) = (κ + 1)²/κ = κ + 2 + 1/κ,

which increases with κ for κ ≥ 1. Equal lengths are already the best choice. A short p, in contrast, can be normalized without changing its direction.

**Q:** At what angle should I expect trouble?

**A:** Let u be the unit roundoff, 1.11×10⁻¹⁶ in double precision. For small θ, the smaller eigenvalue is

1 − cos θ ≈ θ²/2.

Errors of order u in the Gram entries compete with it when θ²/2 ≈ u, or

θ ≈ √(2u) = 1.49×10⁻⁸ rad.

This is an estimate of scale, not a sharp threshold. Rounding errors in inner products also grow with the length of the vectors, so a much larger basis can fail at a somewhat larger angle. To see the loss directly, I rounded pairs of high-precision iterates to double precision and formed their Gram matrices. At θ = 7.6×10⁻⁷ rad, the small eigenvalue was 2.92×10⁻¹³ in both calculations. At θ = 5.7×10⁻⁹ rad, it should have been 1.62×10⁻¹⁷, but double precision gave −1.67×10⁻¹⁶. The sign itself was wrong.

The double-precision runs below solve the Ritz problem by factoring G = LLᵀ by Cholesky, which requires G to be positive definite. A negative computed eigenvalue can stop it. A falsely positive one is also dangerous. Let d be the small difference direction, of length about θ, and let h_d be its Rayleigh quotient. With errors δA and δG in the two matrices, its apparent energy is

(θ²h_d + δA)/(θ² + δG).

Once the errors are comparable with θ², this ratio can be far from h_d, even below the true lowest level. That provides a mechanism for a sudden jump to a bad vector, although I did not isolate it in a separate calculation.

**Q:** What happened in actual runs?

**A:** The example is a silicon plane-wave Hamiltonian with a fixed empirical pseudopotential:

H_GG′ = (ħ²|k + G|²/2m)δ_GG′ + V(|G − G′|) cos[(G − G′)·τ].

Here G labels plane waves, m is the free-electron mass, and τ = a(1, 1, 1)/8, with a the lattice constant. The origin is midway between the two atoms, which makes H real. The cutoff is 160 eV, leaving 183 plane waves at k = (0.5, 0.25, 0.1) in units of 2π/a. The preconditioner is diagonal:

T_GG = 1/(ħ²|k + G|²/2m + 10 eV).

From 20 random starts for the lowest band, all versions were asked for a residual below 10⁻¹¹ eV. With the old iterate stored, all 20 runs ended in a Cholesky failure, at a median angle of 8.9×10⁻⁹ rad. The median best residual was 8.2×10⁻⁸ eV. With the search direction stored, all 20 reached the target, in a median of 24 steps.

**Q:** A residual of 8×10⁻⁸ eV already sounds adequate. Is the energy wrong?

**A:** For this one band, hardly. Let λ₁ and λ₂ be the two lowest levels. No level lies between them, so (H − λ₁)(H − λ₂) has no negative eigenvalue. Taking its expectation value in x, and using ⟨H²⟩ = ρ² + ‖r‖², gives

0 ≤ ‖r‖² + (ρ − λ₁)(ρ − λ₂).

If ρ < λ₂, this becomes

ρ − λ₁ ≤ ‖r‖²/(λ₂ − ρ).

Here λ₂ − λ₁ = 5.616 − (−0.755) = 6.371 eV. The bound is approximately

(8.2×10⁻⁸ eV)²/(6.371 eV) ≈ 1.1×10⁻¹⁵ eV,

not counting rounding in the computed energy, which is of the same size.

The old-iterate version therefore breaks down long after the energy is useful. The residual of 8×10⁻⁸ eV is where these runs were ended, at their first failure; it is not a hard floor. A code that drops the old iterate whenever G is ill-conditioned can go on converging, but it loses its memory in those steps and needs more of them. The practical case against the old iterate is stronger for a block of bands.

**Q:** Before we get to blocks, how do you know that w_k and p_k do not become parallel instead?

**A:** The Ritz equation prevents it, if T is well conditioned. Rearranging that equation for the new vector gives

Bᵀ(Hx_{k+1} − ρ_{k+1}x_{k+1}) = 0.

The new residual is orthogonal to the entire previous trial space, which contains both x_{k+1} and p_{k+1}. Relabel the step, so that r_k is orthogonal to x_k and p_k. Now project p_k off x_k and normalize it. Let ŵ be w_k normalized, and let q be the unit vector along the projection of ŵ onto span{x_k, p_k}. Denote the angle between q and ŵ by φ. If the projection is zero, cos φ = 0 and nothing more is needed.

Because T⁻¹ŵ is proportional to r_k, we have qᵀT⁻¹ŵ = 0. Define

a = T^(−1/2)q,  b = T^(−1/2)ŵ.

Then aᵀb = 0, while

cos φ = qᵀŵ = aᵀTb,  aᵀTa = bᵀTb = 1.

Normalize a and b to â and b̂, and set s = âᵀTâ, v = b̂ᵀTb̂ and t = âᵀTb̂. The normalization factors cancel in

cos²φ = t²/(sv) = 1 − (sv − t²)/(sv).

The numbers s, t, v form the 2×2 matrix M = [[s, t], [t, v]], with eigenvalues μ₁ ≥ μ₂. Since sv ≤ (s + v)²/4,

cos²φ ≤ 1 − 4 det M/(tr M)²
= 1 − 4μ₁μ₂/(μ₁ + μ₂)²
= [(μ₁ − μ₂)/(μ₁ + μ₂)]².

M is T restricted to two orthonormal vectors, so μ₁ and μ₂ lie between the smallest and largest eigenvalues of T. With κ_T the condition number of T, this means μ₁/μ₂ ≤ κ_T, and

cos φ ≤ (κ_T − 1)/(κ_T + 1).

Next rotate the orthonormal pair x_k, p_k into q and a vector perpendicular to q. The latter is also perpendicular to ŵ. The rotation leaves the Gram eigenvalues unchanged, and they are 1, 1 + cos φ and 1 − cos φ. Therefore

κ(G) = (1 + cos φ)/(1 − cos φ) ≤ κ_T.

In the example κ_T is 14.5, while the largest value of κ(G) in the high-precision run was 3.7. If T is a multiple of the identity, κ_T = 1 and the three vectors are orthonormal. If T is indefinite, this proof does not apply; if κ_T is huge, the guarantee is weak.

**Q:** You project p off x. Does that projection introduce the same cancellation you wanted to avoid?

**A:** Not when κ_T is moderate. Let the unprojected update be z = βŵ + γp_k, with β and γ now referring to the normalized vectors. For any number t, the smallest Gram eigenvalue gives

‖z − tx_k‖² ≥ λ_min(t² + β² + γ²) ≥ λ_min(β² + γ²).

The largest gives ‖z‖² ≤ λ_max(β² + γ²). Choosing t to minimize the distance and dividing yields

sin²∠(z, x_k) ≥ λ_min/λ_max = 1/κ(G) ≥ 1/κ_T.

The code projects z off x_{k+1}, which differs in angle from x_k by θ. The angle available for the projection is therefore reduced by at most θ, a negligible change near convergence. The bound on the sine is 0.26 here; the smallest value found was 0.85.

**Q:** Could I store x_{k−1}, but subtract its component along x_k before making the Gram matrix?

**A:** Yes. In these double-precision tests that worked as well as the recurrence: all 20 one-band runs reached the target, again in a median of 24 steps. The order of operations matters. Rounding a unit vector makes an error of order u, while the difference direction has length sin θ ≈ θ. Subtraction therefore gives a relative direction error of order

u/θ.

Forming the Gram matrix first puts an error of order u on an eigenvalue θ²/2, so its relative error is of order

u/(θ²/2) = 2u/θ².

At θ = 5.7×10⁻⁹ rad, subtraction recovered the direction with an error of 4.1×10⁻⁹ relative to its unit length. The Gram eigenvalue at the same step had the wrong sign. The rounded iterates still contained the direction; squaring the small angle in the Gram matrix hid it.

Storing p itself incurs a relative rounding error of order u, without the factor 1/θ. That does not make every new digit of p accurate. The residual is a difference between Hx and ρx, and its own relative error grows as it becomes small. The recurrence avoids one further subtraction of nearly equal vectors, but its decisive advantage over your proposal is the well-conditioned basis.

**Q:** Now suppose I solve for all four valence bands together. Does each band fail when its own angle becomes small?

**A:** They share one Ritz problem, so one band can stop the others. Let X_k and X_{k−1} have orthonormal columns. Suitable rotations within the two blocks pair their directions at principal angles θ_i, and the Gram matrix of the two blocks has eigenvalues 1 ± cos θ_i. Consequently,

κ(G) ≥ cot²(θ_min/2).

A single small principal angle is enough.

I used ten random starts and a target of 10⁻¹⁰ eV for the largest residual. The preconditioned residual block W was orthonormalized in every version. With old iterates stored, no run reached the target: five ended in Cholesky failure, and five in a jump, defined as a rise of the largest residual to more than 100 times its previous best. The median smallest angle at collapse was 7.3×10⁻⁹ rad. At the last good step, the median residual was 8.1×10⁻⁸ eV for the fastest band and 7.9×10⁻⁴ eV for the slowest, a ratio of about 10⁴. The collapse came well before the slow bands had converged. These runs were ended at the first failure or jump; a code that instead drops the old block at ill-conditioned steps can continue, but the slow bands then lose their memory early and need more steps.

All ten search-direction runs reached the target, in a median of 28 steps. That outcome depends on how a band already at the rounding floor is handled. With another small eigensolver its update can come out exactly zero, and a code that cannot normalize that column stops before the slow bands have converged. Subtracting the old block first also succeeded in all ten.

**Q:** Does your condition-number bound survive for a block?

**A:** It does if all bands share one T, P is projected off X, and both P and W are orthonormalized internally. With a different preconditioner for each band the proof fails: two nearly parallel residuals put (T₁ − T₂)r into the span of W, and that vector can lie in the span of X. With one shared T, any vector w in the span of W has T⁻¹w in the span of the residuals. That vector is orthogonal to every q in the span of X and P, so the one-band angle proof applies to every such pair. The extreme Gram eigenvalues are 1 ± cos φ_min, where φ_min is the smallest principal angle between the spans of W and [X, P], and again κ(G) ≤ κ_T. While all residuals exceeded 10⁻⁶ eV, the largest measured value was 4.3.

Normalizing the columns separately is not sufficient for this bound, because columns within W or within P may be nearly dependent. Near the rounding floor, the computed residuals also lose the orthogonality used in the proof.

**Q:** Some of my calculations use a nonorthogonal basis or an overlap operator S. Must I start again?

**A:** A change of variables suffices when S is symmetric positive definite. The equation becomes Hx = λSx, with residual r = Hx − ρSx. Set

x̃ = S^(1/2)x,  H̃ = S^(−1/2)HS^(−1/2),  r̃ = S^(−1/2)r.

Then r̃ = H̃x̃ − ρx̃, which is the ordinary form. Since w = Tr,

w̃ = S^(1/2)w = [S^(1/2)TS^(1/2)]r̃.

The bound therefore holds for the Gram matrix BᵀSB, with κ_T replaced by the condition number of S^(1/2)TS^(1/2). Projections and normalizations must use the S inner product.

**Q:** I would also like to run in single precision. How much sooner would the old-iterate version fail?

**A:** The collapse angle scales as √u. Going from double to single precision multiplies the estimate by 2.32×10⁴:

1.49×10⁻⁸ × 2.32×10⁴ ≈ 3.5×10⁻⁴ rad.

The measured median was 2.3×10⁻⁴ rad, and the measured ratio between the two precisions was 2.6×10⁴. The old-iterate version reached a median best residual of 1.8×10⁻³ eV before its runs were ended. The energy bound above then gives

(1.8×10⁻³ eV)²/(6.371 eV) ≈ 5×10⁻⁷ eV,

not counting rounding in the energy itself. The search-direction version reached a computed residual of 4.3×10⁻⁷ eV. In this implementation all 20 of its runs then stalled, because a residual or update had zero computed norm; how a run ends at the floor depends on the small eigensolver used. Near that floor, a residual evaluated in single precision may understate the true one, so I would not read 4.3×10⁻⁷ eV as an error bar.

**Q:** How much of this depends on your simplified silicon?

**A:** The model uses a lattice constant of 0.543 nm and rough form factors of −0.21, 0.04 and 0.08 Ry. Its gap is 0.82 eV, whereas silicon's measured gap is roughly 1.1 eV. Changing one form factor by 0.01 Ry moves the gap by up to 0.26 eV, so the potential dominates the uncertainties I sized. Doubling the cutoff moves the four valence levels at this k-point by at most 5.1×10⁻⁴ eV. Expansion from a rough room-temperature coefficient applied over 300 K, at fixed form factors, moves the gap by 0.01 eV. This overstates the real expansion from 0 K, since the coefficient falls on cooling, and it leaves out the direct effect of lattice vibrations on the gap. A rough spin-orbit splitting of 0.04 eV would raise the valence top by about 0.013 eV. I then raised all three form factors by 0.01 Ry and doubled the cutoff. All ten old-iterate runs still collapsed, at a median of 9.7×10⁻⁹ rad instead of 8.9×10⁻⁹ rad, and all ten search-direction runs reached 10⁻¹¹ eV.

The assumption a self-consistent calculation breaks is the fixed potential. If H changes between steps, the equality of the two trial spaces survives, since it is only algebra. The new residual, however, need not be orthogonal to the old p, so the bound κ(G) ≤ κ_T loses its premise. I have not measured that effect. Discarding p whenever the potential is updated, and performing a Ritz step within X, restores the premise at the cost of the accumulated direction.

**Q:** So what should I change in my code?

**A:** For a fixed H and a positive definite, moderately conditioned T shared by all bands, keep the recurrence for P, project it off the new X, and orthonormalize P and W before forming the Gram matrix. The bound κ(G) ≤ κ_T holds only while every residual is well above the rounding floor. A band that reaches the floor before the others can give a noisy or zero column in W or P, and it needs separate handling. If you prefer to store the old wavefunctions, subtract their components along the new ones before that point. The numerical output below gives selected steps and the run counts. In its tables of steps, the condition numbers and the column small_eig_exact belong to the unrounded high-precision iterates; small_eig_double and subtract_error show what remains after rounding to double precision.

Computed values

```
plane waves: 183; cutoff 160 eV; lattice 0.543 nm
k-point (2pi/a): (0.5, 0.25, 0.1); form factors (Ry): {3: -0.21, 8: 0.04, 11: 0.08}
lowest five levels (eV): [-0.7551  5.616   7.8919  8.9401 13.2618]
preconditioner shift 10 eV; condition number 14.536
60-digit runs: 20 steps
largest angle between the two exact runs: 3.3e-53 rad
smallest |alpha|: 0.0725
largest exact Gram condition, direction: 3.710
smallest sine of raw direction to x: 0.8475 (bound 0.2623)
Exact pairs rounded to double (angles in rad, rest dimensionless):
step theta error_before cond_pair cond_three
  6 7.13e-03 9.10e-03 7.88e+04 8.94e+04
 10 3.68e-05 4.07e-05 2.95e+09 3.23e+09
 13 7.64e-07 8.39e-07 6.85e+12 7.30e+12
 16 5.70e-09 7.86e-09 1.23e+17 1.34e+17
 20 3.73e-11 4.84e-11 2.88e+21 3.45e+21
step small_eig_exact small_eig_double subtract_error error*theta/u
  6 2.54e-05 2.54e-05 5.42e-15 0.35
 10 6.77e-10 6.77e-10 1.30e-12 0.43
 13 2.92e-13 2.92e-13 3.95e-11 0.27
 16 1.62e-17 -1.67e-16 4.09e-09 0.21
 20 6.95e-22 5.55e-17 7.26e-07 0.24
unit roundoff 1.11e-16; predicted collapse angle 1.49e-08 rad
1 band(s), 20 starts, target 1e-11 eV:
 iterate: target 0, Cholesky 20, jump 0, median best 8.2e-08 eV, steps 17
 subtract: target 20, Cholesky 0, jump 0, median best 5.1e-12 eV, steps 24
 direction: target 20, Cholesky 0, jump 0, median best 5.1e-12 eV, steps 24
 largest direction Gram condition above 1e-6 eV: 3.710
4 band(s), 10 starts, target 1e-10 eV:
 iterate: target 0, Cholesky 5, jump 5, median best 7.9e-04 eV, steps 13
 subtract: target 10, Cholesky 0, jump 0, median best 5.5e-11 eV, steps 28
 direction: target 10, Cholesky 0, jump 0, median best 4.7e-11 eV, steps 28
 largest direction Gram condition above 1e-6 eV: 4.318
median collapse angle, one band: 8.90e-09 rad
median collapse angle, four bands: 7.33e-09 rad
four-band residuals at collapse: slow 7.9e-04, fast 8.1e-08 eV
single precision: median collapse angle 2.34e-04 rad
 collapse-angle ratio 2.63e+04, square-root law 2.32e+04
 median best residual: iterate 1.8e-03, direction 4.3e-07 eV
 direction runs stalled at the rounding floor: 20/20
model band gap: 0.820 eV
largest valence shift on doubling cutoff: 5.1e-04 eV
largest gap shift for 0.01 Ry in one factor: 0.263 eV
spin-orbit: rough splitting 0.04 eV, valence-top rise 0.013 eV
gap shift from 300 K expansion, fixed factors: 1.0e-02 eV
altered model: 524 plane waves, collapse 10/10
 median collapse angle 9.66e-09 rad; direction reaches target 10/10
```
